# Why the electron Auger matrix element vanishes at threshold

## What a constant overlap gets wrong

In the electron Auger process, conduction electrons 1 and 2 collide. One fills an empty heavy-hole state 4, and the other leaves as a fast conduction electron 3. The process has an energy threshold, and a quick rate estimate evaluates the Coulomb matrix element there and treats it as constant. That requires an overlap between a conduction and a heavy-hole periodic function. If a finite number is inserted, the estimate contains transitions at threshold that the Kane model forbids. It also gives the wrong dependence on the energy above threshold.

The zero has a limited meaning. It belongs to the long-wavelength part of the Coulomb interaction, in an isotropic, inversion-symmetric eight-band model. I begin with one direction of $\mathbf k$, extend the result to any direction, and return to the limits of the model at the end.

## Stage 1: wavevector along z

The basis consists of an orbital $S$ and three orbitals $X,Y,Z$, each with spin up or down. Energies are measured from the valence edge. The gap is $E_g$, the spin-orbit splitting is $\Delta$, and $A=\hbar^2/2m_0$. Masses are in units of $m_0$. The free-electron term $Ak^2$ multiplies the unit matrix and does not affect eigenvectors, so I write $E'=E-Ak^2$.

For $\mathbf k=k\hat z$ the coupling is $\langle S|H|Z\rangle=iPk$, without change of spin. The spin-orbit term on the $P$ orbitals is $\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1)$. Define $|1\rangle=-(X+iY)/\sqrt2$ and $|0\rangle=Z$, and use

$$\mathbf L\cdot\boldsymbol\sigma=2L_zS_z+L_+S_-+L_-S_+ .$$

Since $L_+|0\rangle=\sqrt2|1\rangle$ and $L_-|1\rangle=\sqrt2|0\rangle$,

$$\mathbf L\cdot\boldsymbol\sigma|1\uparrow\rangle=|1\uparrow\rangle,\qquad
\mathbf L\cdot\boldsymbol\sigma|0\uparrow\rangle=\sqrt2|1\downarrow\rangle,$$
$$\mathbf L\cdot\boldsymbol\sigma|1\downarrow\rangle=-|1\downarrow\rangle+\sqrt2|0\uparrow\rangle .$$

The state $|1\uparrow\rangle$ has spin-orbit energy zero and contains no $Z$, so it couples to nothing. It is a heavy hole. The other three states form a closed block in the order $S\uparrow,Z\uparrow,|1\downarrow\rangle$:

$$H'=\begin{pmatrix}E_g&iPk&0\\-iPk&-\Delta/3&\sqrt2\Delta/3\\0&\sqrt2\Delta/3&-2\Delta/3\end{pmatrix}.$$

One conduction state lies in this block. The opposite spins give its time-reversed partner, and the second heavy hole is $(X-iY)\downarrow/\sqrt2$. Heavy holes and conduction states therefore use different basis states, and they are orthogonal even when their values of $k$ differ. Replacing $k$ by $-k$ changes the sign of the coupling but not the blocks.

The conduction function itself will be needed later. The lower $2\times2$ block has eigenvectors

$$|\ell\rangle=\sqrt{\tfrac23}Z\uparrow+\sqrt{\tfrac13}|1\downarrow\rangle,\qquad |s\rangle=\sqrt{\tfrac13}Z\uparrow-\sqrt{\tfrac23}|1\downarrow\rangle,$$

with energies $0$ and $-\Delta$. They have total angular momentum $J=3/2$ and $1/2$. For $u_c=a\,S\uparrow+b\,|\ell\rangle+c\,|s\rangle$ the eigenvalue equations are

$$E'b=-iPk\sqrt{\tfrac23}\,a,\qquad (E'+\Delta)c=-iPk\sqrt{\tfrac13}\,a,$$
$$(E'-E_g)a=iPk\left(\sqrt{\tfrac23}\,b+\sqrt{\tfrac13}\,c\right).$$

Eliminating $b$ and $c$, and normalising, gives

$$E'-E_g=P^2k^2\left[\frac{2}{3E'}+\frac{1}{3(E'+\Delta)}\right],$$
$$|b|^2=\frac{2P^2k^2/3E'^2}{1+2P^2k^2/3E'^2+P^2k^2/3(E'+\Delta)^2}.$$

**Limit $k\to0$.** Put $E'=E_g$ on the right and write $P^2=AE_P$. Then $E-E_g=Ak^2/m_c$, with

$$\frac1{m_c}=1+\frac{E_P}{3}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right),\qquad |b|^2\to\frac{2P^2k^2}{3E_g^2}.$$

At $k=0$ the conduction state is pure $S$ and is orthogonal to all valence functions at $k=0$, and to heavy holes at any wavevector, since these contain no $S$.

## Stage 2: any common direction

For $\mathbf k=k\mathbf n$, consider $J_n=\mathbf n\cdot(\mathbf L+\boldsymbol\sigma/2)$. The coupling is $iPk\,|S\rangle\langle \mathbf n\cdot\mathbf R|$ plus its conjugate, times the unit matrix in spin, where $\mathbf R=(X,Y,Z)$. Both $S$ and $\mathbf n\cdot\mathbf R$ are annihilated by $\mathbf n\cdot\mathbf L$, and the spin unit matrix commutes with $\mathbf n\cdot\boldsymbol\sigma$. Hence the coupling commutes with $J_n$. The spin-orbit term does too, because $\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2$.

Heavy holes have $J_n=\pm3/2$ and conduction states $\pm1/2$, by rotation of Stage 1. If $\mathbf k'=\pm k'\mathbf n$ with $k'>0$, the functions at both wavevectors can be classified by the same operator. Write $j_h$ and $j_c$ for the eigenvalues of $J_n$ in the heavy-hole and conduction states. Since $J_n$ is Hermitian,

$$(j_h-j_c)\,\langle u_h(\mathbf k')|u_c(\mathbf k)\rangle=0 .$$

The bracket in front is never zero, so the overlap is.

There is a gap in the model to repair. Without remote bands the heavy hole has only the energy $+Ak^2$, which curves upward. I supply a mass $m_h$ by adding, within $J=3/2$,

$$-A\left(1+\frac1{m_h}\right)k^2\Pi_h,\qquad k^2\Pi_h=\tfrac12\left[(\mathbf J\cdot\mathbf k)^2-\tfrac14k^2\right].$$

For $J_n=\pm3/2$ the factor $\Pi_h$ is $\frac12(\frac94-\frac14)=1$, and for $\pm1/2$ it is zero. The heavy-hole energy becomes $-Ak^2/m_h$, while the eigenvectors and the other energies stay as they were. This is a restricted remote-band effect, put in by hand.

**Check on random lines.** Diagonalising the full $8\times8$ matrix on 40 random lines, for parallel and antiparallel wavevectors of unequal length, gave a largest summed squared overlap of $1.1\times10^{-29}$, which is rounding error. Light holes behave differently: they share $J_n=\pm1/2$ with the conduction band, so this argument does not protect them.

## Stage 3: opening the angle

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf k'$. Take $\mathbf k$ along $z$ and $\mathbf n'=\hat z\cos\theta+\hat x\sin\theta$. Heavy holes lie in $J=3/2$, so only the part of $u_c$ with amplitude $b$ contributes. For one conduction spin, summing over both heavy holes means taking the expectation value of $\Pi_h(\mathbf n')$ in $|3/2,\pm1/2\rangle$.

There $\langle J_z^2\rangle=1/4$ and $\langle J_x^2\rangle=\frac12(\frac{15}4-\frac14)=\frac74$. The cross term $J_xJ_z+J_zJ_x$ changes $J_z$ by one and has no expectation value. Therefore

$$\langle\Pi_h(\mathbf n')\rangle=\tfrac12\left[\tfrac14\cos^2\theta+\tfrac74\sin^2\theta-\tfrac14\right]=\tfrac34\sin^2\theta .$$

The two conduction spins contribute equally:

$$\sum_{\text{spins}}|\langle u_h(\mathbf k')|u_c(\mathbf k)\rangle|^2=\tfrac32|b(k)|^2\sin^2\theta .$$

**Limits.** The sum vanishes at $\theta=0$ and $\pi$, as Stage 2 requires, and it vanishes as $k^2$ when the conduction electron approaches the band edge. Near a collinear arrangement the overlap amplitude is linear in the angle. Diagonalisation at 40 random pairs of wavevectors agreed with this law to within $10^{-9}$.

## Stage 4: the Coulomb element

Write $\psi_j=V^{-1/2}e^{i\mathbf k_j\cdot\mathbf r}u_j$, where the cell average of $|u_j|^2$ is one. The wavevector $\mathbf k_4$ is that of the electron state being filled. Take an interaction that depends on $\mathbf r-\mathbf r'$ alone,

$$W(\mathbf r-\mathbf r')=\frac1V\sum_{\mathbf Q}W(\mathbf Q)e^{i\mathbf Q\cdot(\mathbf r-\mathbf r')}.$$

The integral of $\psi_3^*\psi_1e^{i\mathbf Q\cdot\mathbf r}$ contains the phase $e^{i(\mathbf k_1-\mathbf k_3+\mathbf Q)\cdot\mathbf r}$ times a periodic function. It survives when $\mathbf Q=\mathbf q+\mathbf G$, where $\mathbf q=\mathbf k_3-\mathbf k_1$ and $\mathbf G$ is a reciprocal-lattice vector. With $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4$, the second integral has the phase $\mathbf k_2-\mathbf k_4-\mathbf Q=-\mathbf G$. The direct element is

$$D=\frac1V\sum_{\mathbf G}W(\mathbf q+\mathbf G)\langle u_3|e^{i\mathbf G\cdot\mathbf r}|u_1\rangle\langle u_4|e^{-i\mathbf G\cdot\mathbf r}|u_2\rangle .$$

Exchange swaps 1 and 2. Keeping $\mathbf G=0$ and dropping the factor $1/V$,

$$M=W(\mathbf k_3-\mathbf k_1)\langle u_3|u_1\rangle\langle u_4|u_2\rangle-W(\mathbf k_3-\mathbf k_2)\langle u_3|u_2\rangle\langle u_4|u_1\rangle .$$

Each term contains one heavy-hole–conduction overlap. If all wavevectors are collinear, both terms vanish separately for every choice of spins, provided the transferred wavevectors are nonzero so that $W$ is finite.

**Where the zero stops.** Terms with $\mathbf G\ne0$ contain $e^{\pm i\mathbf G\cdot\mathbf r}$, and orthogonality says nothing about them. Conservation of total angular momentum along the axis would not remove them either. Two conduction electrons can have total $-1,0,1$; a conduction electron and a heavy-hole state can have $\pm1,\pm2$; the values $\pm1$ are common to both.

## Stage 5: threshold wavevectors

Let $\varepsilon_c(k)$ be the conduction energy above its edge and $\varepsilon_h(k)=Ak^2/m_h$ the hole energy. Energy conservation reads

$$(E_g+\varepsilon_1)+(E_g+\varepsilon_2)=(E_g+\varepsilon_3)-\varepsilon_h,$$

so $\varepsilon_3=E_g+F$ with $F=\varepsilon_1+\varepsilon_2+\varepsilon_h$. Threshold is the smallest $F$ that satisfies this with $\mathbf k_3=\mathbf k_1+\mathbf k_2-\mathbf k_4$. Assume that both energies are isotropic, continuous and rise without bound with $k$, and that some solution exists. A minimum then exists.

Suppose a solution is not aligned. Rotate the vectors, keeping their lengths, so that $\mathbf k_1$ and $\mathbf k_2$ are parallel and $\mathbf k_4$ is opposite. $F$ is unchanged, but $k_3$ grows to $K=k_1+k_2+k_4$, so $\varepsilon_3$ now exceeds $E_g+F$. Multiply all lengths by $s$ and consider

$$g(s)=\varepsilon_c(sK)-E_g-F(s),\qquad g(1)>0,\quad g(0)=-E_g<0 .$$

By continuity $g(s_0)=0$ for some $s_0<1$, and $F(s_0)<F(1)$. The unaligned solution was not the minimum. The threshold is collinear, and by Stages 2 and 4 the matrix element $M$ vanishes there.

To find the lengths, make $F-\lambda C$ stationary, with $C=\varepsilon_c(|\mathbf k_3|)-E_g-F$. Let $\mathbf v$ denote an energy gradient with respect to its own wavevector. Differentiation gives

$$(1+\lambda)\mathbf v_1=\lambda\mathbf v_3,\qquad(1+\lambda)\mathbf v_2=\lambda\mathbf v_3,\qquad(1+\lambda)\mathbf v_h=-\lambda\mathbf v_3 .$$

Here $1+\lambda\ne0$, because otherwise $\mathbf v_3$ would vanish. Thus $\mathbf v_1=\mathbf v_2=-\mathbf v_h$. (If the gradient of $C$ itself vanished, the same equalities would follow.) The common speed is not zero: all three wavevectors would then be zero and the energy balance would fail. Hence $|\mathbf k_3-\mathbf k_1|=k_2+k_4>0$, and $W$ is finite.

**Parabolic limit.** Let $\mu=m_c/m_h$ and let $T$ be the hole energy. Equal speeds give $k_1=k_2=\mu k_4$ and $\varepsilon_1=\varepsilon_2=\mu T$. Then $k_3=(1+2\mu)k_4$, and

$$\frac{(1+2\mu)^2}{\mu}T=E_g+(1+2\mu)T .$$

Collecting $T$ gives $T(1+2\mu)(1+\mu)/\mu=E_g$, so

$$F=(1+2\mu)T=\frac{\mu}{1+\mu}E_g .$$

As $\mu\to0$ the threshold falls to zero and electrons 1 and 2 move to the band edge. They become pure $S$ there, so $M$ still vanishes.

## Stage 6: a narrow-gap emitter

Take rough values in the regime of InAs at 300 K: $E_g=0.35$ eV (3.5 µm), $\Delta=0.40$ eV, $E_P=18$ eV, $m_h=0.40$ and dielectric constant 15. The last is the static value. The collision transfers about 0.39 eV, too fast for the lattice to follow, so a value near 12.5 would be more suitable. It would raise every screened amplitude below by about a fifth and leave their ratios unchanged. The edge mass follows from

$$\frac1{m_c}=1+6\left(\frac2{0.35}+\frac1{0.75}\right)=43.3,\qquad m_c=0.0231 .$$

Velocity matching in the nonparabolic band gives $k_1=k_2=0.0347$ and $k_4=0.5958$ nm⁻¹, hence $k_3=2(0.0347)+0.5958=0.665$ nm⁻¹. The hole energy is $0.0381(0.5958)^2/0.40=0.0338$ eV. Each slow electron has 1.98 meV, so

$$F=2(1.98)+33.8=37.8\ \text{meV}.$$

Minimising over three unrestricted vectors gave the same 37.8 meV and a collinear arrangement.

The parabolic formula gives 19.1 meV, about half. The difference comes from the fast electron, 0.388 eV above the edge. A parabolic band with the edge mass would reach that energy at $\sqrt{0.388(0.0231)/0.0381}=0.485$ nm⁻¹; the Kane band needs 0.665. The heavy hole supplies most of this larger wavevector and pays for it in energy. The same 0.388 eV is the threshold for the reverse process, impact ionisation by a conduction electron, since energy and momentum conservation are the same. $|M|$ is the same too, so it also vanishes at that threshold.

At threshold the Coulomb factor $W$ is 3.0 eV nm³, but the root-mean-square of $M$ over the sixteen spin choices is $6\times10^{-16}$ eV nm³, zero to rounding. For contrast, replacing the heavy hole by a light hole at the same wavevectors gives a summed squared overlap of 0.33.

Now raise $F$ by $k_BT=25.9$ meV, holding $k_4$ fixed and opening the two slow electrons symmetrically about the axis. Energy conservation gives $k_1=k_2=0.0968$ and $k_3=0.6970$ nm⁻¹. The opening angle $\varphi$ of each electron obeys

$$\cos\varphi=\frac{0.6970-0.5958}{2(0.0968)}=0.523,\qquad\varphi=58.5^\circ .$$

With $|b|^2=0.0311$, the overlap sum is $1.5(0.0311)\sin^2 58.5^\circ=0.034$. The root-mean-square amplitude is now 0.28 eV nm³. This is one chosen configuration, not a thermal average, but it shows that the zero does not switch Auger recombination off at room temperature.

## Stage 7: what the zero does to a rate

The vectors $\mathbf k_1,\mathbf k_2,\mathbf k_4$ have nine components. Energy conservation removes one, and two merely rotate the common axis. Six remain in which $F$ rises quadratically from its minimum, so the density of configurations at excess energy $x$ varies as $x^{6/2-1}=x^2$. Because the overlap is linear in small angles, the average of $|M|^2$ at fixed $x$ is $\alpha x$ to leading order, with a constant $\alpha$. For Boltzmann occupation,

$$\langle|M|^2\rangle=\alpha\,\frac{\int_0^\infty x^3e^{-x/k_BT}dx}{\int_0^\infty x^2e^{-x/k_BT}dx}=3\alpha k_BT .$$

A constant matrix element lacks this factor of temperature. The law holds when $k_BT$ is small enough for the expansion about threshold. At 300 K this example is outside that regime: averaging $|M|^2$ over the Boltzmann distribution gives about half the value extrapolated from low temperature. The sevenfold rise of $|b|^2$ in Stage 6, from 0.0044 to 0.031, is not by itself a departure from the law. Near the band edge $|b|^2$ grows as $k^2$, so $|b|^2\sin^2\theta$ follows the square of the transverse wavevector, as the linear law assumes. A quantitative rate needs the full angular integral.

## Stage 8: the real material

The gap, splitting and masses above are rough typical values for InAs. $E_P$ is somewhat low, because here the eight bands alone must produce the edge mass. A real crystal breaks the isotropy assumed in Stage 2. With a rough warping parameter $\gamma_3-\gamma_2=0.7$, and the wavevectors held at their isotropic threshold values, the amplitude along [110] rises from zero to 0.034 eV nm³; the root-mean-square over 400 random directions is also 0.034. That is about 12% of the amplitude one $k_BT$ above threshold. These values keep warping only within $J=3/2$; including its coupling to the split-off states raises the [110] value to 0.040 eV nm³ and hardly changes the average over directions. Along [001] and [111] the zero survives in this model, which still has inversion symmetry and a fourfold axis along [001]. A zinc-blende crystal has neither, so the [001] zero is no longer protected there, but its threefold axis still protects the zero along [111]. A fourfold or threefold axis mixes states whose $J_n$ differ by multiples of 4 or 3, whereas heavy-hole and conduction values differ by 1 or 2. The twofold axis [110] allows the difference of 2.

Warping also gives the threshold a preferred direction. Minimising again with warping kept within $J=3/2$ lowers it from 37.8 to 29.3 meV and places it along [111], where the heavy hole is heaviest. In this model $M$ therefore still vanishes at the true threshold; the amplitudes quoted above describe collinear transitions in other directions.

The omitted $\mathbf G\ne0$ terms are less well controlled. One term with the shortest $\mathbf G$, 17.8 nm⁻¹, without screening and with both form factors set to one, amounts to 0.057 eV nm³. The shortest shell has eight such vectors, and their contributions may add or cancel, so this estimate does not show that their sum is negligible. The form factors have to be calculated from real Bloch functions.

Two further conditions are milder here. With side valleys roughly 0.7 eV above the conduction edge, the fast electron lies about 0.31 eV below them. The effective density of states is $8.8\times10^{16}$ cm⁻³ for a parabolic band with the edge mass, and $1.1\times10^{17}$ cm⁻³ for the nonparabolic band; at electron densities near or above these values, Boltzmann occupation fails and the average in Stage 7 changes, but the zero of $M$ does not. Bulk inversion asymmetry and phonon-assisted transitions, which relax the momentum condition, have not been sized. The remaining values are in the numerical output.

## Table of computed values

```
Input band gap: 0.35 eV
Input spin-orbit splitting: 0.40 eV
Input Kane energy: 18.0 eV
Input heavy-hole mass: 0.40 m0
Input temperature: 300 K
Input dielectric constant: 15
Input lattice constant: 0.61 nm
Input warping gamma3-gamma2: 0.7
Input side-valley height above conduction edge: 0.7 eV
hbar^2/(2 m0): 0.03810 eV nm^2
Kane coupling P: 0.8281 eV nm
Gap wavelength: 3.54 um
Thermal energy kT: 25.85 meV
Conduction edge mass: 0.0231 m0
Largest collinear heavy-hole overlap sum (40 random lines): 1.1e-29
Threshold wavevector of electrons 1 and 2: 0.0347 1/nm
Threshold wavevector length of state 4: 0.5958 1/nm
Threshold wavevector of electron 3: 0.6652 1/nm
Common speed times hbar: 0.1135 eV nm
Threshold kinetic energy of electron 1 or 2: 1.981 meV
Threshold hole energy: 33.81 meV
Threshold total kinetic energy: 37.77 meV
Same, free minimisation over three vectors: 37.77 meV
Largest sine between vectors at free minimum: 3.1e-07
Parabolic-band threshold: 19.11 meV
Energy of electron 3 above conduction edge: 0.3878 eV
Transferred wavevector at threshold: 0.6305 1/nm
Screened Coulomb factor at threshold: 3.035 eV nm^3
J=3/2 weight b2 of electron 2 at threshold: 0.00443
Light-hole overlap sum at threshold wavevectors: 0.3257
RMS amplitude at threshold: 5.9e-16 eV nm^3
One kT above: wavevector of electrons 1 and 2: 0.0968 1/nm
One kT above: wavevector of electron 3: 0.6970 1/nm
One kT above: angle of electrons to axis: 58.5 deg
One kT above: b2 of electron 2: 0.0311
One kT above: heavy-hole overlap sum: 0.0339
One kT above: RMS amplitude: 0.2760 eV nm^3
Warping, collinear along [110]: RMS amplitude: 0.0342 eV nm^3
Warping, RMS over 400 directions: 0.0338 eV nm^3
Shortest reciprocal vector: 17.84 1/nm
One G term, unscreened, unit form factors: 0.0569 eV nm^3
Side valley minus energy of electron 3: 0.312 eV
Effective density of states, conduction band: 8.81e+16 cm^-3
```
